How electron-electron collisions lower dopant-limited mobility without exerting drag

Suppose one argues that collisions between electrons conserve their total momentum, that in a parabolic band the current is proportional to this momentum, and that such collisions therefore cannot affect the mobility. For the doped crystal treated below this gives 4302 cm²/Vs, while the same model with the collisions included gives 3797 cm²/Vs. If the collisions were very frequent, the argument would be wrong by more than a factor of two. Its premises are right. The missing piece is that the drag from the dopants depends on which electrons carry the momentum, and electron-electron collisions change that.

**Setting and conventions**

The electrons, with density n and temperature T, are nondegenerate and occupy one isotropic parabolic valley of mass m. A weak, steady, uniform force F acts along z. Dopants scatter elastically. Electron-electron collisions have no umklapp. Let M(v) be the normalized Maxwellian and x = mv²/(2kT). To first order in F,

f = nM(1 + Φ).

The force term of the Boltzmann equation is (F/m)∂f/∂v_z. Since ∂M/∂v_z = −(mv_z/kT)M, it equals −nM F v_z/kT. The collision term is −nM LΦ, where L is the linear loss operator. Hence

LΦ = F v_z/kT.

By isotropy, Φ = (F/kT) v_z A(x), where A is a time. A Maxwellian shifted by a velocity u has Φ = m v_z u/kT, so FA/m is the shift velocity of the electrons at energy x. A rigid shift means that A is constant.

The drift velocity is the Maxwell average of v_zΦ, or (F/kT) times that of v_z²A. The angular average of v_z² is v²/3 and d³v = 4πv²dv, so the integrand is proportional to v⁴e^(−x)dv, that is, to x^(3/2)e^(−x)dx. Define

⟨a⟩ = ∫₀^∞ w(x)a(x)dx, w = x^(3/2)e^(−x)/Γ(5/2).

Because the Maxwell average of v_z² is kT/m, that of v_z²A is (kT/m)⟨A⟩. The drift velocity is F⟨A⟩/m, and the mobility, taken positive, is

μ = (e/m)⟨A⟩.

**First contribution: dopants alone**

A dopant turns v through an angle χ at fixed speed. Averaged over azimuth, v_z becomes v_z cos χ. With N ionized centres per volume, the loss operator therefore multiplies v_zA by

ν(x) = Nv∫(1 − cos χ)σ dΩ.

The balance is νA = 1, and

μ₀ = (e/m)⟨1/ν⟩.

For a statically screened Coulomb centre, let λ be the screening length, ε the permittivity, k = mv/ħ and a = 4πεħ²/(me²). The Born amplitude has magnitude (m/2πħ²)·e²/[ε(q² + λ⁻²)] = (2/a)/(q² + λ⁻²). With y = 1 − cos χ, q² = 2k²y and dΩ → 2πdy, the transport cross section is

σ_tr = (8π/a²)∫₀² y dy/(2k²y + λ⁻²)².

Put t = 2k²y + λ⁻², so y = (t − λ⁻²)/(2k²) and dy = dt/(2k²). The integral becomes (1/4k⁴)∫(1/t − λ⁻²/t²)dt from λ⁻² to λ⁻² + 4k². With b = 4k²λ²,

σ_tr = (2π/a²k⁴)[ln(1 + b) − b/(1 + b)], ν = Nvσ_tr.

For large b the bracket varies slowly and ν falls roughly as x^(−3/2): fast electrons are hard to deflect. For b → 0 the bracket tends to b²/2, and ν rises as x^(1/2) instead. In the main energy range the fast electrons run ahead, with a much larger A than the slow ones.

**Second contribution: collisions between electrons**

In a collision v₁, v₂ → v₁′, v₂′, energy conservation gives M₁M₂ = M₁′M₂′. Linearizing the gain and loss terms then leaves

L_eeΦ(v₁) = n∫d³v₂ M₂∫dΩ gσ_ee(Φ₁ + Φ₂ − Φ₁′ − Φ₂′),

where g is the relative speed. Isotropy lets us write L_ee(v_zA) = v_z(CA), which defines C. The balance is now

νA + CA = 1.

Take φ = v_z a(x), ψ = v_z b(x) and Δφ = φ₁′ + φ₂′ − φ₁ − φ₂. Multiply L_eeψ by M₁φ₁ and integrate. Exchanging the two electrons replaces φ₁ by (φ₁ + φ₂)/2. Exchanging each collision with its reverse, which has the same rate, replaces this by −Δφ/4. The bracket above is −Δψ. Therefore

(kT/m)⟨a Cb⟩ = (n/4)∫∫d³v₁d³v₂ M₁M₂∫dΩ gσ_ee Δφ Δψ.

Three facts follow. C is symmetric. ⟨a Ca⟩ cannot be negative. For a = 1, φ = v_z and Δφ = 0 by momentum conservation, so C1 = 0. Averaging the balance then gives ⟨CA⟩ = ⟨A C1⟩ = 0 and

⟨νA⟩ = 1.

Electron-electron collisions exert no net drag: the dopants absorb all the momentum supplied by the field, with or without them. But this fixes ⟨νA⟩, while the mobility needs ⟨A⟩. We may write

μ = (e/m)/ν_eff, ν_eff = ⟨νA⟩/⟨A⟩.

The effective rate is an average of ν weighted by the shift at each energy. Where ν falls with energy, moving the shift from fast to slow electrons raises ν_eff, although the transfer itself conserves momentum.

**Why the mobility falls for every collision strength**

Multiply C by a strength s, keeping ν and the screening fixed. Differentiate (ν + sC)A = 1 with respect to s:

CA + (ν + sC)A′ = 0.

Since 1 = (ν + sC)A and the operator is symmetric,

⟨A′⟩ = ⟨A(ν + sC)A′⟩ = −⟨A CA⟩ ≤ 0.

So the mobility never rises with s. Equality requires Δφ = 0 in every collision for φ = v_zA, which for this angular form means constant A. Then CA = 0 and νA = 1, so ν must be constant too. If ν depends on energy, the mobility strictly falls.

For s → ∞, A must become constant, and ⟨νA⟩ = 1 sets it to 1/⟨ν⟩. This is the rigidly shifted Maxwellian, with

μ_∞ = (e/m)/⟨ν⟩.

The Cauchy-Schwarz inequality orders the ends: 1 = ⟨ν^(1/2)ν^(−1/2)⟩² ≤ ⟨ν⟩⟨1/ν⟩. For any finite strength μ_∞ ≤ μ ≤ μ₀.

Power laws show how much is at stake. Since ⟨x^p⟩ = Γ(5/2 + p)/Γ(5/2) and Γ(5/2)² = 9π/16, ν ∝ x^(−3/2) gives

μ_∞/μ₀ = Γ(5/2)²/[Γ(1)Γ(4)] = (9π/16)/6 = 3π/32 = 0.29.

For acoustic phonons treated as elastic, ν ∝ x^(1/2), and

μ_∞/μ₀ = Γ(5/2)²/[Γ(3)Γ(2)] = (9π/16)/2 = 9π/32 = 0.88.

In that case the slow electrons run ahead, yet the mobility still falls. What matters is that ν varies; dopant scattering is sensitive because its variation is strong.

**Separating the drag from the saving**

Write A = A₀ + h with A₀ constant and ⟨h⟩ = 0. Let δν = ν − ⟨ν⟩, and let Π remove the average of a function. The average of the balance, and what remains of it, are

⟨ν⟩A₀ + ⟨δν h⟩ = 1,
δν A₀ + (ΠνΠ + C)h = 0.

Here ⟨νh⟩ = ⟨δν h⟩ because ⟨h⟩ = 0. Solve the second line for h and insert it in the first. Since ⟨A⟩ = A₀,

μ = (e/m)/(⟨ν⟩ − S), S = ⟨δν(ΠνΠ + C)⁻¹δν⟩.

The first term is the drag rate of a rigid shift. S is the drag saved when the distribution distorts so that weakly scattered electrons carry more of the current. C adds no drag to the first term; it resists the distortion and reduces the saving.

**How fast do the collisions resist?**

The simplest distortion is a = (x − 5/2)/√(5/2), which has ⟨a⟩ = 0 and ⟨a²⟩ = 1. Its relaxation rate is C₁₁ = ⟨a Ca⟩. Let v_th = √(2kT/m), c = v/v_th, G = (c₁ + c₂)/√2 and r = (c₁ − c₂)/√2. A collision leaves G unchanged and turns r into r′ of the same length. From c₁² = (G² + r²)/2 + G·r, and the same with a minus sign for c₂²,

c₁c₁² + c₂c₂² = [(G² + r²)G + 2(G·r)r]/√2.

The change in this vector is D = √2[(G·r′)r′ − (G·r)r]; the part of a proportional to 5/2 drops out by momentum conservation. Squaring, and averaging over the directions of G, gives

|D|² → (2G²r⁴/3)(1 + 1 − 2cos²χ) = (4/3)G²r⁴ sin²χ.

The mean of G² is 3/2, so this becomes 2r⁴ sin²χ, of which one third belongs to the z component. With mv_th²/kT = 2, the norm 5/2 and g = √2 r v_th,

C₁₁ = (2/5)·2·(n/4)·(2/3)·[g r⁴Q₂] = (2√2/15)n v_th[r⁵Q₂].

Square brackets around a quantity here mean an average over the relative velocity, with density π^(−3/2)e^(−r²), and Q₂ = ∫σ_ee sin²χ dΩ.

For σ_ee the reduced mass m/2 halves the Born amplitude to t(χ) = (1/a)/(q² + λ⁻²), with q = (mg/ħ)sin(χ/2). Half of the pairs have equal spins and an antisymmetrized cross section ½[t(χ) − t(π − χ)]² over the full sphere. As Δφ is symmetric between the two electrons, this counts as t(χ)² − t(χ)t(π − χ). Averaging over spins gives σ_ee = t(χ)² − ½t(χ)t(π − χ).

**Weighing the contributions in GaN**

The conduction band of GaN has one nearly isotropic lowest valley, which suits the model. Rough inputs are m = 0.20 electron masses and a static relative permittivity of 9.5. Choose T = 150 K, n = 2×10¹⁶ cm⁻³ and 2×10¹⁶ cm⁻³ ionized acceptors. Neutrality requires 4×10¹⁶ cm⁻³ ionized donors, so N = 6×10¹⁶ cm⁻³. Free-electron screening, λ² = εkT/(e²n), gives λ = 18.4 nm; a is 2.51 nm.

The balance was solved by expanding A in eight orthogonal polynomials in x, with the collision integrals evaluated by numerical quadrature. Going from six to eight polynomials changes the mobility by less than 0.001%. With e/m = 8794 cm²/Vs per ps, the contributions are as follows.

Rigid shift: ⟨ν⟩ = 4.473 ps⁻¹, so μ_∞ = 8794/4.473 = 1966 cm²/Vs.

Dopants alone: S = 2.429 ps⁻¹, so μ₀ = 8794/2.044 = 4302 cm²/Vs.

Electron-electron collisions included: S = 2.157 ps⁻¹, so μ = 8794/2.316 = 3797 cm²/Vs, or 0.380 m²/Vs.

The saving drops by 11% and the mobility by 12%. The limiting ratio μ_∞/μ₀ is 0.46, not 0.29, because the bracket in σ_tr grows with energy, from 3.5 at 1 kT to 5.3 at 6 kT, and softens the fall of ν. The reduction is far from its limit because C₁₁ = 0.55 ps⁻¹ is small beside ⟨aνa⟩ = 4.76 ps⁻¹, the rate at which the dopants relax the same distortion.

The shift times A show the redistribution:

at 1 kT: 0.144 → 0.171 ps,
at 3 kT: 0.574 → 0.516 ps,
at 6 kT: 1.414 → 1.046 ps.

The left values are without electron-electron collisions, the right ones with them. Slow electrons are pulled forward and fast ones held back. The net momentum that these collisions supply to the range below energy X, as a fraction of the field's total input, is −∫₀^X w CA dx = ∫₀^X w(νA − 1)dx. It peaks at X = 2.04, where it is 0.068. The field's own net supply to this range is ∫₀^X w dx, which allows for the momentum that electrons carry across X as the field changes their energy. From the electrons below about 2 kT the dopants thus take this supply plus nearly 7% of the whole input, which electron-electron collisions bring down from higher energies, partly with electrons that themselves cross X.

At fixed n and T, changing the number of centres changes the balance between the two kinds of scattering. The ratio μ/μ₀ is 0.77 for one centre per electron, 0.88 for three, as here, and 0.96 for ten. Compensation weakens the effect because it raises the rate at which dopants restore the distorted distribution, while the rate at which electrons smooth it stays the same.

**What the model leaves out**

Static screening ignores the motion of the screening electrons during a collision. As a measure of sensitivity, halving or doubling C gives 4009 or 3500 cm²/Vs. The Born approximation is a larger concern. Replacing it by partial-wave cross sections for attractive donors and repulsive acceptors, and scaling C by the corresponding change in C₁₁, a factor of 0.69, gives 5221 cm²/Vs without and 4794 with electron-electron collisions. The reduction is then 8%.

The screening length is itself uncertain. Its formula presumes many electrons within a distance λ, but here a sphere of that radius holds only about 0.5. In Born approximation, multiplying λ by 0.7 for both kinds of collision gives about 5070 cm²/Vs without and 4570 with electron-electron collisions; multiplying it by 1.4 gives about 3760 and 3260. The mobilities are thus illustrative, while the reduction stays at 10 to 13% over this range.

Other scattering can be sized with rough inputs. For acoustic phonons, the golden rule with deformation potential D_a = 8 eV and stiffness c_s = 300 GPa gives ν = mkD_a²k_BT/(πħ³c_s), where k_B is written out to distinguish it from the wave number k. For piezoelectric coupling, taken without screening, D_a²/c_s is replaced by e²K²/(εq²), and (1 − cos χ)/q² = 1/(2k²) gives ν = mk_BTe²K²/(2πεħ³k), with an electromechanical coupling K² = 0.015. The Erginsoy estimate for N₀ neutral donors is 20aħN₀/m, where a donor depth of 20 meV and thermal equilibrium give N₀ = 9.5×10¹⁵ cm⁻³. This estimate is meant for energies below about a quarter of the donor depth, 5 meV here, while 98% of the weight w lies higher, so it gives only an order of magnitude. Absorption of 91 meV polar phonons by slow electrons is taken at the Fröhlich rate, with a high-frequency permittivity of 5.4; emission is left out. The averages ⟨ν⟩ are 0.22, 0.68, 0.28 and 0.11 ps⁻¹ in this order.

Dopants thus supply 78% of the summed averages. In a true rigid shift their share is 72%: polar phonons then give a drag rate of 0.55 ps⁻¹ instead of 0.11. Nearly all of it, about 0.51, comes from emission by the few electrons above 91 meV, which lose a large momentum; absorption gives only about 0.03. With the simpler rates above, which omit the braking of electrons beyond 91 meV by phonon emission, and with the dopants kept in Born approximation, the mobility is 2412 cm²/Vs without and 2309 with electron-electron collisions, a reduction of 4%. Treating absorption and emission as inelastic transitions between energies 91 meV apart shifts these values to 2355 and 2246, a reduction of 4.6%. The added mechanisms matter more than their 22% share suggests because they also brake the fast electrons, which dopants hardly touch: at 6 kT the dopant rate is just 1/1.414 = 0.71 ps⁻¹. They make the total rate more even, and leave less saving to lose.

With the electrons and ionized dopants held fixed, and both polar absorption and emission counted, the estimated dopant share of the rigid-shift drag falls to 16% at 300 K, so 3797 cm²/Vs is not a forecast for a device at room temperature. Dislocations and correlations between dopant positions are also omitted. Within the example, degeneracy is weak: n is 0.025 of the effective density of states. At 10 V/cm the drift velocity is 0.0025 v_th.

The parabolic band enters the argument at one essential point. With E(1 + αE) = ħ²k²/2m and α ≈ (1 − m/m_e)²/E_g, the mass shift 2αE at E = 2.5 kT is about 1.2% for a gap E_g of 3.4 eV. Velocity is then no longer strictly proportional to momentum, and electron-electron collisions can change the current directly. The same happens when electrons in valleys with different masses along the field exchange momentum. Those effects are separate from the one here, which needs no loss of current in any electron-electron collision.

All numerical values are calculated from the stated model.
